# Molar expansion and the volume of a plug-flow reactor

## Problem

Pure gas A enters a steady plug-flow reactor and decomposes irreversibly into two gas molecules. The rate per unit volume is $k c_A$, where $c_A$ is the concentration of A. Temperature $T$ and pressure $P$ are uniform, the gas is ideal, and there is no mixing along the flow. Let $v_0$ be the volume flow at the inlet, measured at the reactor's own $T$ and $P$, and let $X$ be the fraction of the fed A that has reacted.

(a) Find the reactor volume $V$ needed for conversion $X$.

(b) Let $V_0$ be the volume needed if each A gave one gas molecule instead of two, with $k$, $v_0$ and $X$ unchanged. Show that at half conversion $V$ is 28 per cent larger than $V_0$.

(c) Compare the times that the gas spends in the two reactors, and explain where the extra volume comes from.

(d) How does the extra volume depend on conversion and on dilution of the feed with an inert gas? What conversion is reached if a reactor for pure A is built with the volume $V_0$ meant for half conversion?

(e) In a parylene coater, [2.2]paracyclophane vapour is cracked in a hot tube into two p-xylylene molecules, which then form a polymer dielectric on a cooler surface. Take 950 K, 0.50 Torr, a feed of 10 sccm (standard cubic centimetres per minute, at 273.15 K and 1 atm), a tube radius of 1.0 cm and a chosen rate constant $k=5.0\ \mathrm{s^{-1}}$. Find the tube length at which half the vapour is cracked, with and without expansion, and judge the assumptions of the model.

## Solution

### (a) The volume law

Let $F_0$ be the molar flow of A at the inlet. Where the conversion is $X$, the flow of A is $F_A=F_0(1-X)$. The $F_0X$ moles that have reacted per unit time have become $2F_0X$ moles of product, so the total molar flow is

$$F_{\rm tot}=F_0(1-X)+2F_0X=F_0(1+X).$$

For an ideal gas at fixed $T$ and $P$, volume flow is proportional to total molar flow. Hence

$$v=\frac{F_{\rm tot}RT}{P}=v_0(1+X).$$

The concentration of A is its molar flow divided by the volume flow. With $c_0=F_0/v_0$,

$$c_A=\frac{F_A}{v}=c_0\,\frac{1-X}{1+X}.$$

The numerator describes consumption of A, the denominator its dilution by the extra product molecules.

In a slice of volume $dV$ the flow of A changes by $dF_A=-k c_A\,dV$. Since $dF_A=-F_0\,dX$, the minus signs cancel:

$$F_0\,dX=k c_A\,dV .$$

Insert $c_A$ and $F_0=c_0v_0$. The factor $c_0$ cancels, which leaves

$$\frac{k}{v_0}\,dV=\frac{1+X}{1-X}\,dX .$$

To integrate, write the numerator as $1+X=2-(1-X)$, so that

$$\frac{1+X}{1-X}=\frac{2}{1-X}-1 .$$

The volume starts at zero where $X=0$. Integration up to the required conversion gives

$$\boxed{\frac{kV}{v_0}=2\ln\frac{1}{1-X}-X}$$

### (b) Half conversion

If each A gives one gas molecule, the total molar flow stays at $F_0$. Then $v=v_0$ and $c_A=c_0(1-X)$, and the same slice balance becomes

$$\frac{k}{v_0}\,dV_0=\frac{dX}{1-X},\qquad \frac{kV_0}{v_0}=\ln\frac{1}{1-X}.$$

At $X=1/2$ the logarithm is $\ln 2$, so

$$\frac{kV}{v_0}=2\ln2-\frac12=0.8863,\qquad \frac{kV_0}{v_0}=\ln2=0.6931 .$$

The ratio is

$$\frac{V}{V_0}=\frac{2\ln2-\frac12}{\ln2}=2-\frac{1}{2\ln2}=1.279 .$$

The expanding reaction therefore needs 28 per cent more volume. Both $k$ and $v_0$ have cancelled, so the figure does not depend on how fast the reaction is or how large the flow is. Temperature and pressure enter through these two quantities alone, and they too drop out as long as they are uniform and the same in both reactors.

### (c) Residence time

A thin slug of gas crosses the volume $dV$ in the time $dt=dV/v$. Using $dV$ from part (a) and $v=v_0(1+X)$,

$$dt=\frac{1}{v_0(1+X)}\,\frac{v_0}{k}\,\frac{1+X}{1-X}\,dX=\frac{dX}{k(1-X)} .$$

The expansion factor cancels. Integration gives

$$t=\frac1k\ln\frac{1}{1-X},$$

which is $\ln2/k$ at half conversion. Without expansion $v=v_0$, and $dt=dV_0/v_0$ is again $dX/[k(1-X)]$, so the time is the same.

The reason is that in first-order kinetics each molecule of A has a fixed chance $k\,dt$ of decomposing in the time $dt$, whatever the concentration around it. Dilution by product does not lengthen its life. The expanding gas does move faster, however, and passes through more volume in the same time.

This view gives a second derivation. Following the slug, $1-X=e^{-kt}$, so its volume flow is $v=v_0(1+X)=v_0(2-e^{-kt})$. The volume passed through in time $t$ is

$$V=\int_0^t v\,dt'=v_0\left[2t-\frac{1-e^{-kt}}{k}\right].$$

With $kt=\ln[1/(1-X)]$ and $1-e^{-kt}=X$, this is the law of part (a). Since $V_0=v_0t$, it also follows that

$$\frac{V}{V_0}=\frac1t\int_0^t(1+X)\,dt'=1+\overline{X},$$

where $\overline{X}$ is the conversion averaged over the time spent in the reactor. The conversion rises from 0 to 0.5, and its time average is 0.28. This exceeds the midpoint 0.25 because $X$ rises quickly at first and more slowly later.

The quantity $V/v_0$, called the space time, is not the residence time here. It would be the residence time if the gas kept its inlet volume flow.

The equality of the two times belongs to first-order kinetics. For a rate $k_nc_A^n$ the chance of reaction per unit time is $k_nc_A^{n-1}$, which depends on dilution unless $n=1$.

### (d) Conversion, dilution and an undersized reactor

Let A be a mole fraction $y_0$ of the feed, the rest being inert. The total molar flow at the inlet is $F_0/y_0$, and the reaction adds $F_0X$ to it:

$$F_{\rm tot}=\frac{F_0}{y_0}+F_0X=\frac{F_0}{y_0}(1+y_0X),\qquad v=v_0(1+y_0X).$$

The slice balance of part (a) now has $1+y_0X$ in place of $1+X$. Writing $1+y_0X=(1+y_0)-y_0(1-X)$ and integrating gives

$$\frac{kV}{v_0}=\int_0^X\frac{1+y_0X'}{1-X'}\,dX'=(1+y_0)L-y_0X,\qquad L=\ln\frac{1}{1-X}.$$

Division by $kV_0/v_0=L$, at the same total inlet flow $v_0$, yields

$$\frac{V}{V_0}=1+y_0\left(1-\frac{X}{L}\right).$$

The extra volume is proportional to $y_0$. With 10 per cent of A in inert gas it is 2.8 per cent at half conversion, so expansion matters little for a vapour strongly diluted in carrier gas.

For pure A, $y_0=1$. At small conversion $L\approx X+X^2/2$, hence $X/L\approx1-X/2$, and the extra fraction is about $X/2$. At $X=0.1$ this estimate gives 5 per cent; the full formula gives 5.1 per cent. As $X\to1$, $L$ grows without limit and the extra fraction tends to 1: most of the reactor then carries gas that has nearly doubled its flow. The approach is slow, with 61 per cent extra volume at $X=0.9$ and 79 per cent at $X=0.99$.

If the reactor is built with $V_0=v_0\ln2/k$ but the gas expands, the conversion reached satisfies

$$2\ln\frac{1}{1-X}-X=\ln2 .$$

The left side increases with $X$, so there is one root, found numerically to be $X=0.43$. The reactor converts 43 per cent of A instead of 50 per cent.

### (e) The cracking tube

The feed is specified at standard conditions and must be converted to the hot, dilute state in the tube. The volume flow grows in proportion to $T$ and to $1/P$. With 1 atm = 760 Torr,

$$v_0=\frac{10}{60}\times\frac{760}{0.50}\times\frac{950}{273.15}\ \mathrm{cm^3/s}=881\ \mathrm{cm^3/s}.$$

The volumes for half conversion are

$$V=\frac{0.8863\times881}{5.0}=156\ \mathrm{cm^3},\qquad V_0=\frac{0.6931\times881}{5.0}=122\ \mathrm{cm^3}.$$

Dividing by the cross-section $\pi(1.0\ \mathrm{cm})^2=3.14\ \mathrm{cm^2}$ gives lengths of 49.7 cm with expansion and 38.9 cm without it. The residence time is $\ln2/k=0.139$ s in both cases, while the space time with expansion is $156/881=0.177$ s. At the half-conversion point the flow has risen to $1.5v_0=1320\ \mathrm{cm^3/s}$.

**What the model leaves out.** The estimates below use hard-sphere kinetic theory with rough molecular diameters, and rough values for the activation energy (200 kJ/mol), reaction heat (170 kJ/mol) and heat capacity. Each extra volume is relative to $V=156\ \mathrm{cm^3}$.

- *Axial mixing.* Diffusion (about 200 cm²/s) and Taylor dispersion (about 20 cm²/s, taken at the outlet velocity) add up to $D\approx220\ \mathrm{cm^2/s}$. With the inlet velocity $u_0=280$ cm/s, their weight is measured by $kD/u_0^2\approx5.0\times220/280^2=0.014$. Solving the flow balance with diffusion and expansion included gives 1.3 per cent extra volume.
- *Pressure loss.* Viscous drag lowers the pressure by 4.2 per cent along the tube. At given molar flows $c_A$ is proportional to $P$, so the local volume requirement grows as $1/P$. The average loss is about half the final one, and the extra volume is 2.0 per cent.
- *Reaction cooling.* Taken by itself, for gas that enters already hot, the endothermic reaction holds the gas, averaged over the cross-section, at most about 1.8 K below the wall temperature near the inlet (about twice that on the axis), and less further on as A is used up. This costs up to about 2.7 per cent.
- *Cold entry.* Vapour entering at 430 K must first be heated. A simple heating estimate makes the lost reaction equivalent to 2.3 cm of unused tube, or 4.6 per cent. It uses the heat-transfer coefficient of a fully developed flow, although most of the warming takes place within about one tube radius, so it is probably somewhat high.

Added together, these separate estimates come to about 11 per cent of $V$, or 17 cm³. The expansion accounts for 34 cm³, so in this example it is the larger correction, but a design that includes expansion and omits the rest would still be too small.

The reverse reaction can be bounded. The mole fractions are $2X/(1+X)$ for the product and $(1-X)/(1+X)$ for A, so the reaction quotient is proportional to

$$\frac{[2X/(1+X)]^2}{(1-X)/(1+X)}=\frac{4X^2}{1-X^2}.$$

This is 1.33 at $X=0.5$ and 197 at $X=0.99$. If equilibrium at this temperature and pressure permits 99 per cent cracking, the equilibrium constant is at least as large as the second quotient. The reverse rate at half conversion is then at most $1.33/197=0.7$ per cent of the forward rate.

**Comparison with a real coater.** A furnace near 950 K and a pressure of some tenths of a Torr are typical in rough terms. The value of $k$ is a round choice, not a measured one. With the rough activation energy of 200 kJ/mol it implies a prefactor of only about $5\times10^{11}\ \mathrm{s^{-1}}$, well below what is usual for bond fission in the gas phase, so the true $k$ may be larger by orders of magnitude. Cracking would then take place largely within the heating zone, where the isothermal model does not apply. Real furnaces aim at nearly complete cracking. With the chosen $k$, the law of part (a) would require

$$V=\frac{881}{5.0}\,(2\ln100-0.99)\ \mathrm{cm^3}\approx1450\ \mathrm{cm^3}$$

for 99 per cent conversion, which would be 4.6 m of this tube. Over such a length the pressure is far from uniform: with 0.50 Torr at the inlet and the rough viscosity used here, viscous drag would use up the available pressure before 99 per cent was reached. The figure shows only the scale of the problem. A compact furnace that cracks nearly all its vapour must have a larger $k$ or a smaller volume flow, the latter through a smaller feed or a higher pressure. A wider tube shortens the furnace and eases the pressure loss, but does not reduce the volume required by the law. A larger $k$ at the same flow and radius would raise the parameter $kD/u_0^2$ roughly in proportion. It would also raise the reaction cooling, though by a smaller factor, because cooler gas reacts more slowly. The estimates above should therefore not be carried over unchanged.

Uniform temperature is the most delicate assumption. With the activation energy used here, a furnace 10 K hotter has a rate constant 30 per cent larger. An error of 10 K in the furnace temperature thus changes the required volume by about as much as the molar expansion does. The ratio 1.28 compares two ideal reactors at the same $k$; the absolute length is no better known than $k$ itself. The numerical output lists the values used.

## Computed results

```
RESULT AT HALF CONVERSION (integrated balances)
k V/v0 with expansion: 0.8863
k V0/v0 without expansion: 0.6931
volume ratio V/V0: 1.2787
extra volume: 27.9 %
extra volume at X = 0.1: 5.1 %
extra volume at X = 0.9: 60.9 %
extra volume at X = 0.99: 78.5 %
extra volume, X = 0.5, 10 % A in inert: 2.79 %
conversion reached in V0: 0.4296
EXAMPLE: INPUTS
temperature: 950 K
pressure: 0.50 Torr
feed: 10 sccm
rate constant: 5.0 1/s
tube radius: 1.0 cm
feed temperature: 430 K
activation energy (rough): 200 kJ/mol
reaction heat (rough): 170 kJ/mol
heat capacity (rough): 550 J/(mol K)
dimer, monomer diameter: 0.8, 0.6 nm
EXAMPLE: RESULTS
feed mass: 0.093 g/min
inlet flow v0: 881.1 cm3/s
outlet flow at X = 0.5: 1321.6 cm3/s
inlet velocity: 280.5 cm/s
volume with expansion: 156.2 cm3
volume without expansion: 122.1 cm3
difference: 34.0 cm3
length with expansion: 49.7 cm
length without expansion: 38.9 cm
residence time, with expansion: 0.1386 s
residence time, without expansion: 0.1386 s
space time V/v0, with expansion: 0.1773 s
NEGLECTED EFFECTS (estimates)
diffusion coefficient: 203 cm2/s
Taylor dispersion: 18 cm2/s
viscosity: 18.6 uPa s
thermal conductivity: 0.050 W/(m K)
Reynolds number: 5.3
Knudsen number (path/diameter): 0.0035
pressure loss: 4.2 %
reaction cooling at inlet: 1.8 K
dead entry length: 2.3 cm
extra volume, axial dispersion: 1.3 %
extra volume, pressure loss: 2.0 %
extra volume, reaction cooling: 2.7 %
extra volume, cold entry: 4.6 %
sum of these four: 10.7 %
reverse/forward rate, upper bound: 0.68 %
rise of k for 10 K more: 30 %
```
